**A five-feature conflict ring with a hub needs four masks**

The program builds a conflict graph from six via positions, where a conflict is an edge-to-edge gap below the 64 nm same-mask rule. It asserts that the graph has no K4 (four mutually conflicting features), no valid three-mask assignment and at least one four-mask assignment; the output shows 120 of the latter. The ring and wheel counting formulas, with n the ring length and k the number of masks, are compared with explicit enumeration for n = 3 to 7 and k = 2 to 5. A search of all 32,768 labelled six-vertex graphs finds 72 K4-free graphs that need more than three masks, and each is asserted to be a labelled copy of this wheel. The program also asserts that deleting any one conflict restores three masks, and a 1 nm grid search finds a shortest single-via repair of 22 nm, equal to the derived lower bound. The Moser spindle passes the neighbour test at all seven vertices but still has no three-mask assignment. Scalar point-hole images show that the longest conflicting pair merges in both the incoherent and coherent limits, while the closest non-conflicting pair in this layout is only barely resolved in the coherent one.

## Verification by program

```python
"""
Result under test: a conflict graph without four mutually conflicting features
(K4) can still need four masks. The smallest case is a wheel: a hub in conflict
with every member of a five-feature conflict ring.
Symbols: vertex = feature, edge = conflict (gap below the same-mask rule),
colour = mask, k = number of masks, n = ring length.
Feature 0 is the hub; features 1..5 are the ring in order. Lengths are in nm.
"""
from itertools import combinations
import numpy as np
from scipy.integrate import quad
from scipy.special import j1


def colourings(n_vertices, k):
    return np.indices((k,) * n_vertices).reshape(n_vertices, -1)


def count_proper(edges, n_vertices, k):
    colours = colourings(n_vertices, k)
    good = np.ones(colours.shape[1], dtype=bool)
    for a, b in edges:
        good &= colours[a] != colours[b]
    return int(good.sum())


def count_cliques(edges, n_vertices, size):
    edge_set = {tuple(sorted(e)) for e in edges}
    return sum(all(p in edge_set for p in combinations(group, 2))
               for group in combinations(range(n_vertices), size))


def neighbour_two_colourings(edges, n_vertices, centre):
    near = [v for v in range(n_vertices)
            if (v, centre) in edges or (centre, v) in edges]
    index = {v: i for i, v in enumerate(near)}
    inner = [(index[a], index[b]) for a, b in edges
             if a in index and b in index]
    return count_proper(inner, len(near), 2)


def wheel_edges(n):
    ring = [(i, i % n + 1) for i in range(1, n + 1)]
    return [(0, i) for i in range(1, n + 1)] + ring


# ---- Layout and its conflict graph, from coordinates ----
width, radius, same_rule, cross_rule = 26.0, 58.0, 64.0, 20.0
angles = np.pi / 2 + 2 * np.pi * np.arange(5) / 5
ideal = radius * np.column_stack((np.cos(angles), np.sin(angles)))
vias = np.vstack(([0.0, 0.0], np.rint(ideal)))
pairs = list(combinations(range(6), 2))


def square_gap(delta, w=width):
    clear = np.maximum(np.abs(delta) - w, 0.0)
    return np.hypot(clear[..., 0], clear[..., 1])


def conflict_edges(points, w=width):
    return [(a, b) for a, b in pairs
            if square_gap(points[a] - points[b], w) < same_rule]


edges = conflict_edges(vias)
expected = {tuple(sorted(e)) for e in wheel_edges(5)}
assert set(edges) == expected
gap = {p: float(square_gap(vias[p[0]] - vias[p[1]])) for p in pairs}
centre = {p: float(np.linalg.norm(vias[p[0]] - vias[p[1]])) for p in pairs}
hub_pairs = [p for p in edges if p[0] == 0]
ring_pairs = [p for p in edges if p[0] != 0]
free_pairs = [p for p in pairs if p not in edges]
near_ratio, far_ratio = 2 * np.sin(np.pi / 5), 2 * np.sin(2 * np.pi / 5)
assert np.isclose(np.linalg.norm(ideal[0] - ideal[1]) / radius, near_ratio)
assert np.isclose(np.linalg.norm(ideal[0] - ideal[2]) / radius, far_ratio)

# ---- Mask counts for this layout ----
k4_count = count_cliques(edges, 6, 4)
triangle_count = count_cliques(edges, 6, 3)
solutions = {k: count_proper(edges, 6, k) for k in (2, 3, 4)}
assert k4_count == 0 and solutions[3] == 0 and solutions[4] > 0
four = colourings(6, 4)
valid = np.all([four[a] != four[b] for a, b in edges], axis=0)
masks = four[:, np.flatnonzero(valid)[0]] + 1
assert all(gap[p] >= same_rule for p in pairs if masks[p[0]] == masks[p[1]])
three = colourings(6, 3)
violations = np.sum([three[a] == three[b] for a, b in edges], axis=0)
least_violations = int(violations.min())
assert least_violations == 1

# ---- Ring and wheel counting formulas against explicit counts ----
for n in range(3, 8):
    ring = [(i, (i + 1) % n) for i in range(n)]
    for k in range(2, 6):
        ring_formula = (k - 1) ** n + (-1) ** n * (k - 1)
        wheel_formula = k * ((k - 2) ** n + (-1) ** n * (k - 2))
        assert count_proper(ring, n, k) == ring_formula
        assert count_proper(wheel_edges(n), n + 1, k) == wheel_formula
even_wheel = count_proper(wheel_edges(6), 7, 3)
assert even_wheel > 0

# ---- Every labelled graph on six vertices, coded as a 15-bit number ----
graphs = np.arange(2 ** 15)
bit = {p: 1 << i for i, p in enumerate(pairs)}
same_colour = sum((three[a] == three[b]) * bit[a, b] for a, b in pairs)
three_masks_work = np.zeros(graphs.size, dtype=bool)
for equal_pairs in np.unique(same_colour):
    three_masks_work |= (graphs & equal_pairs) == 0
has_k4 = np.zeros(graphs.size, dtype=bool)
for group in combinations(range(6), 4):
    clique = sum(bit[p] for p in combinations(group, 2))
    has_k4 |= (graphs & clique) == clique
counterexamples = graphs[~has_k4 & ~three_masks_work]
for code in counterexamples:
    degree = [sum(bool(code & bit[p]) for p in pairs if v in p)
              for v in range(6)]
    # A degree-5 hub leaves a 2-regular graph on five vertices: a five-ring.
    assert sorted(degree) == [3, 3, 3, 3, 3, 5]
hub_choices, ring_orders = 6, 12
assert len(counterexamples) == hub_choices * ring_orders

# ---- Repairs: lose one conflict, or split a wire hub ----
repairs = sum(count_proper([e for e in edges if e != lost], 6, 3) > 0
              for lost in edges)
assert repairs == len(edges)
split_total = split_success = 0
for code in range(1, 16):  # ring member 5 always stays with piece 0
    split = [((6 if code >> (v - 1) & 1 else 0), v) for v in range(1, 6)]
    split_total += 1
    split_success += count_proper(split + ring_pairs, 7, 3) > 0
assert split_success == split_total

# ---- Neighbour test: catches the wheel, misses the Moser spindle ----
assert neighbour_two_colourings(edges, 6, 0) == 0
spindle = [(0, 1), (0, 2), (1, 2), (1, 3), (2, 3), (0, 4), (0, 5),
           (4, 5), (4, 6), (5, 6), (3, 6)]
spindle_k4 = count_cliques(spindle, 7, 4)
spindle_three = count_proper(spindle, 7, 3)
spindle_four = count_proper(spindle, 7, 4)
spindle_passes = sum(neighbour_two_colourings(spindle, 7, v) > 0
                     for v in range(7))
assert spindle_k4 == spindle_three == 0
assert spindle_four > 0 and spindle_passes == 7

# ---- Shortest move of one via that makes three masks sufficient ----
steps = np.arange(-40, 41)
shift = np.stack(np.meshgrid(steps, steps, indexing="ij"), -1).reshape(-1, 2)
length = np.hypot(shift[:, 0], shift[:, 1])
best_length, best_via, best_shift = np.inf, None, None
for moved in range(6):
    fixed = sum(bit[p] for p in edges if moved not in p)
    codes = np.full(len(shift), fixed)
    legal = np.ones(len(shift), dtype=bool)
    for other in range(6):
        if other != moved:
            new_gap = square_gap(vias[moved] + shift - vias[other])
            pair = tuple(sorted((moved, other)))
            codes += (new_gap < same_rule) * bit[pair]
            legal &= new_gap >= cross_rule
    trial = np.where(legal & three_masks_work[codes], length, np.inf)
    winner = int(np.argmin(trial))
    if trial[winner] < best_length:
        best_length, best_via = float(trial[winner]), moved
        best_shift = shift[winner]
largest_conflict_gap = max(gap[p] for p in edges)
move_bound = same_rule - largest_conflict_gap
assert np.isclose(best_length, move_bound)

# ---- Neglected geometry: placement, via size, round holes ----
free_slack = min(gap[p] for p in free_pairs) - same_rule
placement_limit = min(move_bound, free_slack) / (2 * np.sqrt(2))
rng = np.random.default_rng(7)
for _ in range(400):
    error = rng.choice([-1, 1], size=vias.shape) * 0.99 * placement_limit
    assert set(conflict_edges(vias + error)) == expected
size_change = 4.0
for w in (width - size_change, width + size_change):
    assert set(conflict_edges(vias, w)) == expected
round_edges = {p for p in pairs if centre[p] - width < same_rule}
assert round_edges == expected

# ---- Neglected optics: scalar images of point holes ----
wavelength, aperture = 193.0, 1.35


def amplitude(distance):
    v = 2 * np.pi * aperture * distance / wavelength
    return 2 * j1(v) / v


for distance in (34.0, 68.0, 110.0):
    v = 2 * np.pi * aperture * distance / wavelength
    pupil = quad(lambda x: 2 / np.pi * np.sqrt(1 - x * x) * np.cos(v * x),
                 -1, 1)[0]
    assert abs(pupil - amplitude(distance)) < 1e-7


def midpoint_ratios(distance):
    half, full = amplitude(distance / 2), amplitude(distance)
    return 2 * half ** 2 / (1 + full ** 2), (2 * half / (1 + full)) ** 2


for p in edges:
    assert min(midpoint_ratios(centre[p])) > 1
for p in free_pairs:
    assert midpoint_ratios(centre[p])[0] < 1
conflict_distance = max(centre[p] for p in edges)
free_distance = min(centre[p] for p in free_pairs)
conflict_image = midpoint_ratios(conflict_distance)
free_image = midpoint_ratios(free_distance)
rule_k1 = (same_rule + width) / 2 * aperture / wavelength


def span(selected):
    values = [gap[p] for p in selected]
    return f"{min(values):.1f} to {max(values):.1f} nm"


print(f"Via width: {width:.0f} nm; nominal ring radius: {radius:.0f} nm")
print(f"Same-mask rule: {same_rule:.0f} nm; cross-mask: {cross_rule:.0f} nm")
for number, point in enumerate(vias):
    print(f"Via {number}: x={point[0]:.0f} nm, y={point[1]:.0f} nm, "
          f"mask {masks[number]}")
print("Hub-to-ring gaps:", span(hub_pairs))
print("Ring-neighbour gaps:", span(ring_pairs))
print("Other ring-pair gaps:", span(free_pairs))
print(f"Pentagon distance/radius: {near_ratio:.4f}, {far_ratio:.4f}")
print(f"Conflicts: {len(edges)}; triangles: {triangle_count}; K4: {k4_count}")
for k, number in solutions.items():
    print(f"Valid labelled assignments with {k} masks: {number}")
print("Least violations with three masks:", least_violations)
print("Six-ring wheel, three-mask assignments:", even_wheel)
print("Labelled six-vertex graphs searched:", len(graphs))
print("K4-free graphs needing over three masks:", len(counterexamples))
print(f"Single-conflict deletions that repair: {repairs} of {len(edges)}")
print(f"Hub splits that repair: {split_success} of {split_total}")
print(f"Spindle: K4 {spindle_k4}, neighbour tests passed {spindle_passes}")
print(f"Spindle assignments, 3 masks: {spindle_three}; 4: {spindle_four}")
print(f"Shortest repairing move: {best_length:.1f} nm, via {best_via}")
print(f"Its shift: dx={best_shift[0]} nm, dy={best_shift[1]} nm")
print(f"Lower bound on such a move: {move_bound:.1f} nm")
print(f"Slack before an extra conflict: {free_slack:.1f} nm")
print(f"Safe placement error per axis: {placement_limit:.2f} nm")
print(f"Via-size change tested: +/-{size_change:.0f} nm, graph unchanged")
print("Conflicts with round holes:", len(round_edges))
print(f"Wavelength: {wavelength:.0f} nm; numerical aperture: {aperture:.2f}")
print(f"Half-pitch factor k1 of the rule: {rule_k1:.3f}")
print(f"Longest conflicting centre distance: {conflict_distance:.1f} nm")
print(f"  midpoint/hole intensity, incoherent: {conflict_image[0]:.3f}")
print(f"  midpoint/hole intensity, coherent: {conflict_image[1]:.3f}")
print(f"Shortest allowed centre distance: {free_distance:.1f} nm")
print(f"  midpoint/hole intensity, incoherent: {free_image[0]:.3f}")
print(f"  midpoint/hole intensity, coherent: {free_image[1]:.3f}")
print("every check passed")
```

Printed output:

```
Via width: 26 nm; nominal ring radius: 58 nm
Same-mask rule: 64 nm; cross-mask: 20 nm
Via 0: x=0 nm, y=0 nm, mask 1
Via 1: x=0 nm, y=58 nm, mask 2
Via 2: x=-55 nm, y=18 nm, mask 3
Via 3: x=-34 nm, y=-47 nm, mask 2
Via 4: x=34 nm, y=-47 nm, mask 3
Via 5: x=55 nm, y=18 nm, mask 4
Hub-to-ring gaps: 22.5 to 32.0 nm
Ring-neighbour gaps: 32.2 to 42.0 nm
Other ring-pair gaps: 74.1 to 84.0 nm
Pentagon distance/radius: 1.1756, 1.9021
Conflicts: 10; triangles: 5; K4: 0
Valid labelled assignments with 2 masks: 0
Valid labelled assignments with 3 masks: 0
Valid labelled assignments with 4 masks: 120
Least violations with three masks: 1
Six-ring wheel, three-mask assignments: 6
Labelled six-vertex graphs searched: 32768
K4-free graphs needing over three masks: 72
Single-conflict deletions that repair: 10 of 10
Hub splits that repair: 15 of 15
Spindle: K4 0, neighbour tests passed 7
Spindle assignments, 3 masks: 0; 4: 384
Shortest repairing move: 22.0 nm, via 3
Its shift: dx=-22 nm, dy=0 nm
Lower bound on such a move: 22.0 nm
Slack before an extra conflict: 10.1 nm
Safe placement error per axis: 3.57 nm
Via-size change tested: +/-4 nm, graph unchanged
Conflicts with round holes: 10
Wavelength: 193 nm; numerical aperture: 1.35
Half-pitch factor k1 of the rule: 0.315
Longest conflicting centre distance: 68.3 nm
  midpoint/hole intensity, incoherent: 1.052
  midpoint/hole intensity, coherent: 1.473
Shortest allowed centre distance: 110.0 nm
  midpoint/hole intensity, incoherent: 0.359
  midpoint/hole intensity, coherent: 0.956
every check passed
```
